# Why Energy Error Follows Variance, and When the Line Bends

## Definitions and conventions

Let \(H\) be a Hermitian matrix with orthonormal eigenstates \(|k\rangle\) and eigenvalues \(E_1<E_2\le E_3\le\cdots\). The ground state is taken to be nondegenerate. A normalized trial state is

\[
|\psi\rangle=\sum_k c_k|k\rangle,\qquad w_k=|c_k|^2,\qquad \sum_k w_k=1 .
\]

The gaps are \(D_k=E_k-E_1\), so \(D_1=0\). The trial energy, its error and its variance are

\[
E=\langle\psi|H|\psi\rangle,\qquad e=E-E_1\ge 0,\qquad V=\langle\psi|H^2|\psi\rangle-E^2 .
\]

Since \(H\) is Hermitian, \(V\) is also the squared norm of the residual \((H-E)|\psi\rangle\). An eigensolver can therefore compute \(E\) and \(V\) without knowing any eigenvalue, whereas \(e\) is unknown. Zero-variance extrapolation plots \(E\) against \(V\) for a sequence of trial states and continues the plot to \(V=0\). Below, \(V\) is on the horizontal axis, and "slope" means change of energy divided by change of variance.

## The relation behind the line

The eigenstate expansion gives \(E=\sum_k w_kE_k\). Subtracting \(E_1=\sum_k w_kE_1\) leaves

\[
e=\sum_k w_kD_k .
\]

A variance does not change when a constant is subtracted from the operator. Using \(H-E_1\) in place of \(H\),

\[
V=\langle(H-E_1)^2\rangle-\langle H-E_1\rangle^2=\sum_k w_kD_k^2-e^2 .
\]

Now choose an excited level \(j\) and subtract \(D_je=\sum_k w_kD_kD_j\) from both sides:

\[
V=D_je+B_j-e^2,\qquad B_j=\sum_k w_kD_k(D_k-D_j).
\]

This is an identity for every \(j\). Solving for the term linear in \(e\),

\[
e=\frac{V}{D_j}\left[1+\frac{e^2-B_j}{V}\right].
\]

The linear law \(e\approx V/D_j\), with slope \(1/(E_j-E_1)\), holds when \(|e^2-B_j|\ll V\). The reason is visible in the two sums. If level \(j\) supplies nearly all of both, the error is \(w_jD_j\) and the variance is \(w_jD_j^2\) to first order in the weight. The unknown weight cancels from their ratio, and the gap remains.

Two things can spoil the line. The term \(e^2\) is present even for one excited component. The term \(B_j\) measures the other components: levels above \(j\) make it positive, and levels between the ground state and \(j\) make it negative.

## One component gives a parabola

Let the trial state contain the ground state and one excited state, with excited weight \(p\) and gap \(D\). Then \(e=pD\) and

\[
V=pD^2-p^2D^2=e(D-e).
\]

Solving \(e^2-De+V=0\) on the branch connected to \(e=0\), where \(p<1/2\), gives

\[
e=\frac D2\left[1-\sqrt{1-\frac{4V}{D^2}}\right].
\]

With \(\sqrt{1-x}=1-x/2-x^2/8-\cdots\) and \(x=4V/D^2\),

\[
e=\frac VD+\frac{V^2}{D^3}+\cdots .
\]

The line is thus the tangent at zero variance. The curve rises above it and becomes vertical at \(e=D/2\), where \(V\) has its maximum \(D^2/4\).

A straight line through two points \(a\) and \(b\) on this branch extrapolates too low. The variance difference is

\[
V_b-V_a=D(e_b-e_a)-(e_b^2-e_a^2)=(e_b-e_a)(D-e_a-e_b),
\]

so the slope is \(1/(D-e_a-e_b)\). The intercept is

\[
e_a-\frac{V_a}{D-e_a-e_b}
=\frac{e_a(D-e_a-e_b)-e_a(D-e_a)}{D-e_a-e_b}
=-\frac{e_ae_b}{D-e_a-e_b}.
\]

For scale, take a model with \(E_1=-10\) eV and excited levels at gaps \(D_2=1\) eV and \(D_3=5\) eV. With level 3 alone admixed at \(p=0.01\), the error is 0.0500 eV and \(V/D_3\) is 0.0495 eV: the linear estimate is 1% below the true error. With \(p=0.10\) and \(0.20\), the errors are 0.5 and 1.0 eV and the variances 2.25 and 4.00 eV². The slope is \(0.5/1.75=0.286\) eV⁻¹, and the intercept is \(0.5-0.2857\times2.25=-0.143\) eV. The extrapolated energy lies below the ground-state energy although each trial energy lies above it. Extrapolation does not inherit the variational bound.

## What "dominates" has to mean

For several excited components, define the mean gap

\[
G=\frac{\sum_k w_kD_k^2}{\sum_k w_kD_k}=\sum_k q_kD_k,\qquad q_k=\frac{w_kD_k}{e},
\]

for \(e>0\). The \(q_k\) are nonnegative and sum to one; they are the shares of the energy error. Since \(V+e^2=Ge\),

\[
V=e(G-e),\qquad e=\frac{V}{G-e}.
\]

The initial slope is governed by \(G\), so a small weight at high energy can matter more than a larger weight at low energy. In the model, \(w_2=0.010\) and \(w_3=0.001\) give \(e=0.010+0.005=0.015\) eV and \(V=0.010+0.025-0.015^2=0.0348\) eV². Level 2 has ten times the weight of level 3, yet \(e/V=0.43\) eV⁻¹, far from \(1/D_2=1\) eV⁻¹.

Dominance is also not necessary for a line. If the whole excited part shrinks with its internal proportions fixed, \(G\) stays constant. For equal weights on the two levels, \(G=(1+25)/(1+5)=4.33\) eV and the initial slope is 0.231 eV⁻¹, which is the inverse gap of neither level. A good line therefore does not single out a particular excited state. Since \(V/e=G-e\), a line through the origin shows only that \(G-e\) is nearly constant.

The mean gap also gives bounds. For a finite spectrum, \(D_2\le G\le D_{\max}\). If \(e<D_2\), all denominators below are positive and

\[
\frac{V}{D_{\max}-e}\le e\le\frac{V}{D_2-e}.
\]

Since \(D_2-e=E_2-E\), the right-hand inequality reads

\[
E_1\ge E-\frac{V}{E_2-E},\qquad E<E_2,
\]

which is Temple's inequality. The identity and both bounds are tested numerically on a random complex Hermitian matrix.

## Bending caused by a changing mixture

An iterative solver can change the proportions of the excited components. Imaginary-time filtering, \(|\psi(\tau)\rangle\propto e^{-\tau H}|\psi(0)\rangle\), shows this clearly. Amplitudes acquire factors \(e^{-\tau E_k}\), so the weights satisfy

\[
w_k(\tau)\propto u_k(\tau)=w_k(0)e^{-2\tau D_k}.
\]

The common normalization cancels from \(G\). Using \(du_k/d\tau=-2D_ku_k\) and the quotient rule,

\[
\frac{dG}{d\tau}
=-2\frac{\sum_k u_kD_k^3}{\sum_k u_kD_k}
+2\left(\frac{\sum_k u_kD_k^2}{\sum_k u_kD_k}\right)^2
=-2\left[\sum_k q_kD_k^2-G^2\right]\le0 .
\]

The bracket is the variance of the gaps under the shares \(q_k\). High components disappear first, the mean gap falls, and \(e/V=1/(G-e)\) tends to \(1/D_2\) if levels 1 and 2 are present. Because \(de/d\tau=-2V\), the ratio \(e/V\) rises only while the bracket exceeds \(V\), so the approach need not be monotonic. Starting the model from \(w_2=w_3=0.01\) gives:

| \(\tau\) (eV⁻¹) | \(e\) (eV) | \(V\) (eV²) | \(e/V\) (eV⁻¹) |
|---:|---:|---:|---:|
| 0 | 0.0600 | 0.2564 | 0.234 |
| 0.10 | 0.0268 | 0.1003 | 0.267 |
| 0.50 | 0.00408 | 0.00544 | 0.751 |
| 1.25 | 0.000837 | 0.000837 | 1.000 |

The line through the first two rows has slope \((0.0600-0.0268)/(0.2564-0.1003)=0.213\) eV⁻¹. Its intercept is \(0.0600-0.2126\times0.2564=0.0055\) eV, which is too high. This is still about five times smaller than the error of the better of the two trial states. A line through the late points \(\tau=1\) and \(1.25\) has slope 0.987 eV⁻¹ and misses by 0.00001 eV.

The two sources of curvature thus act in opposite directions here. The \(e^2\) term makes the intercept too low; the loss of high components makes it too high. To compare them when \(G\) varies smoothly near the end of a sequence, write \(G=D_j+be+\cdots\). Then

\[
V=e(G-e)=D_je+(b-1)e^2+\cdots .
\]

Insert \(e=V/D_j+cV^2+\cdots\). The terms in \(V^2\) give \(D_jc+(b-1)/D_j^2=0\), hence

\[
e=\frac V{D_j}+(1-b)\frac{V^2}{D_j^3}+\cdots .
\]

The curve bends upwards from its tangent for \(b<1\) and downwards for \(b>1\).

Filtering need not produce such a smooth expansion. With two excited levels, the identity for \(j=2\) gives

\[
e-\frac V{D_2}=\frac{e^2-w_3D_3(D_3-D_2)}{D_2}.
\]

Eliminating \(\tau\) from the two exponential factors gives \(w_3\propto w_2^{D_3/D_2}\) as \(w_1\to1\). In the same limit \(V\approx D_2^2w_2\). The first correction therefore scales as \(V^2\), the second as \(V^{D_3/D_2}\), and the smaller power wins as \(V\to0\). For \(D_3<2D_2\) the deviation is finally negative; for \(D_3>2D_2\) it is finally positive. At \(D_3=2D_2\) the powers coincide and the coefficients decide. Numerically, gap ratios of 1.5 and 5 give fitted powers 1.49 and 2.00 with the predicted signs. For the ratio 5, the positive sign appears later than the last row of the table, where the correction is already tiny.

## A straight line can miss the ground state

Suppose a low component of weight \(w_2\) stalls while the solver removes level 3. The identity for \(j=3\) is

\[
V=D_3e-w_2D_2(D_3-D_2)-e^2 .
\]

With \(w_2\) fixed and \(e^2\) negligible, this is a straight line of slope \(1/D_3\). Setting \(V=0\) gives the intercept

\[
e_0\approx w_2D_2\left(1-\frac{D_2}{D_3}\right).
\]

For \(w_2=0.01\) this is \(0.01\times1\times0.8=0.008\) eV. A line through the points with \(w_3=0.002\) and \(0.001\) gives 0.007996 eV. The low component contributes \(w_2D_2\) to the energy and \(w_2D_2^2\) to the variance. On a line of slope \(1/D_3\) that variance accounts for only the fraction \(D_2/D_3\) of its energy, so a gap small compared with \(D_3\) hides it from the extrapolation. If the solver removes it later, after level 3 has gone, the plot leaves the old line and descends to the origin with slope close to \(1/D_2\).

A component can also be missing altogether. If symmetry excludes a level from the starting state, and the solver preserves the symmetry, that level has zero weight throughout. If the ground state is present, the final slope under filtering is set by the lowest excited level that is also present. For a quartic oscillator with potential \(x^2/2+0.1x^4\), in units of the harmonic quantum \(\hbar\omega\), take as \(H\) the three-point finite-difference matrix on a grid of spacing 0.1. Its lowest levels are 0.559, 1.767 and 3.131; these and the ratios below belong to the grid matrix and carry its discretization error. The even starting state is \(e^{-x^2}\) and the odd one is \(xe^{-x^2}\); both are filtered to \(\tau=2\). An even start cannot contain the odd second level. Its late ratio is \(e/V=0.389\), equal to \(1/(E_3-E_1)\), whereas \(1/(E_2-E_1)=0.828\). An odd start contains no ground state: it reaches energy 1.767 with variance \(6\times10^{-6}\). Zero variance identifies an eigenstate, not the ground state.

## Large systems made of independent parts

The one-component picture suggests that the line should fail once \(e\) is comparable with \(D\). For independent parts it need not. Take \(N\) equal two-level parts in a product state, each with excited weight \(p\) and gap \(D\). Energies add. Variances also add, because the covariance of different parts vanishes in a product state. Thus

\[
e=NpD,\qquad V=Np(1-p)D^2=De-\frac{e^2}{N}.
\]

The last step uses \(Np^2D^2=(NpD)^2/N\). Comparison with \(V=e(G-e)\) gives \(G=D+(1-1/N)e\), so \(b=1-1/N\). Multiple excitations raise the mean gap and nearly cancel the \(e^2\) term. The ratio \(e/V=1/[D(1-p)]\) depends on the excitation per part, not on \(N\).

For \(N=8\), \(p=0.05\) and \(D=5\) eV, the error is 2.0 eV and \(V=10-0.5=9.5\) eV². The ratio is 0.211 eV⁻¹, against \(1/D=0.200\) eV⁻¹, although the total ground-state weight has fallen to 0.66. The variance exceeds \(D^2/4=6.25\) eV², the maximum for a single component with this gap. The derivation covers independent parts; interacting parts need their own check.

## What to do in practice

1. Examine the local slope as \(V\) decreases. If it rises steadily down to \(V=0\), the curve is concave and a line through earlier points ends too high. If it falls steadily, the line ends too low. The unseen part of the curve remains an assumption.

2. Remove the points of largest variance and repeat the fit. A moving intercept shows that the points do not follow one straight line, because of curvature or an irregularly changing mixture. A stable one does not exclude a stalled component, so vary the starting state as well, within the intended symmetry sector.

3. Compare the inverse slope with an estimate of the lowest gap in that sector. A much larger value means that changes in higher components still affect the slope. They need not supply most of the remaining energy error.

4. If one component or a fixed mixture is a sound assumption, remove the \(e^2\) curvature instead of fitting through it. Put \(E_*=E_1+G\), with \(G\) constant. Then \(V=(E-E_1)(E_*-E)\), and expansion gives

\[
V+E^2=(E_1+E_*)E-E_1E_* .
\]

The quantity \(V+E^2=\langle H^2\rangle\) is linear in \(E\), so two distinct points determine both energies. The earlier points, \(E=-9.5\) and \(-9.0\) eV, have \(\langle H^2\rangle=92.5\) and 85.0 eV². The slope is \(-15\) eV and the constant term is \(92.5-15\times9.5=-50\) eV². The energies therefore solve \(z^2+15z+50=0\), which gives \(-10\) and \(-5\) eV. The ordinary line gave \(-10.143\) eV. This correction is unsuitable for many independent parts, whose curvature is smaller by the factor \(1/N\).

5. When a reliable lower bound on \(E_2\) is available and lies above \(E\), use it in place of \(E_2\) in Temple's inequality. The smaller denominator only weakens the bound. At \(\tau=0.10\) in the table, the exact \(D_2\) gives \(e\le0.1003/(1-0.0268)=0.103\) eV, while the true error is 0.027 eV. The bound is loose there, but unlike the extrapolated value it does not depend on how the mixture changes.

## Computed results

```
Model E1 = -10.0 eV; gaps D2, D3 = 1.0, 5.0 eV
Only level 3 admixed: weight, e (eV), V (eV^2), V/D3 (eV)
  0.01  0.05000  0.24750  0.04950
  0.10  0.50000  2.25000  0.45000
  0.20  1.00000  4.00000  0.80000
  0.50  2.50000  6.25000  1.25000
Secant, weights 0.10 and 0.20: slope = 0.28571 eV^-1
  extrapolated error = -0.14286 eV
Weights w2 = 0.010, w3 = 0.001:
  e = 0.01500 eV, V = 0.03478 eV^2, e/V = 0.43134 eV^-1
Fixed 1:1 mixture: mean gap = 4.33333 eV
  1/mean gap = 0.23077 eV^-1
  secant slope (w = 0.001, 0.002) = 0.23173 eV^-1
  extrapolated error = -0.0000167 eV
Stalled w2 = 0.010, while w3 goes from 0.002 to 0.001:
  secant slope = 0.20141 eV^-1
  extrapolated error = 0.007996 eV
  leading-order prediction = 0.008000 eV
Filtering, w2 = w3 = 0.01 at start:
  tau (1/eV), e (eV), V (eV^2), e/V (1/eV), mean gap (eV)
  0.00  0.0600000  0.2564000  0.23401  4.33333
  0.10  0.0267993  0.1002603  0.26730  3.76796
  0.25  0.0103047  0.0268337  0.38402  2.61433
  0.50  0.0040820  0.0054352  0.75103  1.33558
  1.00  0.0013814  0.0013887  0.99471  1.00670
  1.25  0.0008371  0.0008372  0.99993  1.00091
Early secant (tau 0, 0.1): slope = 0.21263 eV^-1
  extrapolated error = 0.005480 eV
Late secant (tau 1, 1.25): slope = 0.98679 eV^-1
  extrapolated error = 0.0000110 eV
Last correction e - V/D2 during filtering:
  D3/D2 = 1.5: negative, fitted power = 1.490
  D3/D2 = 5.0: positive, fitted power = 1.999
8 independent parts, gap 5.0 eV, excited weight 0.05 each:
  e = 2.00000 eV, V = 9.50000 eV^2, e/V = 0.21053 eV^-1
  weight of total ground state = 0.66342
Quartic oscillator x^2/2 + 0.1 x^4, energies in hbar*omega:
  E1, E2, E3 = 0.55870, 1.76687, 3.13068
  even start: e/V = 0.38881 (hbar*omega)^-1
  1/(E3-E1) = 0.38881 (hbar*omega)^-1
  1/(E2-E1) = 0.82770 (hbar*omega)^-1
  odd start: energy = 1.76687 hbar*omega
  odd start: variance = 6.24e-06 (hbar*omega)^2
```
